# Direct one-phonon relaxation of a Kramers doublet: the field-fourth-power law

Suppose that lattice strain could flip an electron spin with a strength independent of magnetic field. The direct relaxation rate would then grow as $B^2T$ for Zeeman energies far below $k_BT$. For a localized Kramers doublet without hyperfine coupling, whose ground orbital is mixed with excited orbitals by uniform strain, the correct law is $B^4T$. Carrying a direct-process relaxation time from 3.4 T down to 0.35 T with the wrong law misjudges it by a factor $(3.4/0.35)^2\approx94$. The two missing powers of field come from time-reversal symmetry. Below, the law and its prefactor are derived twice for a model of a dangling bond, first with quantum phonons and then with a classical fluctuating field.

## Model and result

The centre has orbital angular momentum $L=1$ and spin $S=1/2$. Its real orbitals are $x,y,z$, with $z$ lowest and $x,y$ higher by $\Delta$. With $\mathbf h=\mu_B\mathbf B$,

$$H=K_0+\lambda\,\mathbf L\cdot\mathbf S+\mathbf h\cdot(\mathbf L+g_e\mathbf S),\qquad K_0=\Delta(1-|z\rangle\langle z|).$$

Here $(L_i)_{ab}=-i\epsilon_{iab}$, $\lambda<0$ for a hole, and $|\lambda|,h\ll\Delta$.

A sound wave of displacement $\mathbf u$ produces strain $\varepsilon_{ij}=(\partial_ju_i+\partial_iu_j)/2$ and local rotation $w_{ij}=(\partial_ju_i-\partial_iu_j)/2$. Strain couples through one deformation potential $\Xi$. Rotation turns the crystal field, $K_0\to(1+w)K_0(1-w)$. To first order,

$$V=\Xi\varepsilon+[w,K_0],\qquad V_{xz}=\Xi\varepsilon_{xz}-\Delta w_{xz},\quad V_{yz}=\Xi\varepsilon_{yz}-\Delta w_{yz},$$

and all other independent elements are $\Xi\varepsilon_{ij}$. The wavelength is taken to be much longer than the orbital, and sound to be isotropic, with speeds $v_l,v_t$ and density $\rho$.

Let the field make an angle $\theta$ with $z$, and let $\hbar\omega=g\mu_BB$. The result for $\hbar\omega\ll k_BT$ is

$$\boxed{\frac1{T_1}=\frac{\lambda^2g^2\mu_B^4B^4k_BT}{\pi\hbar^4\rho\Delta^4}\,J(\theta)}$$

with $J$ obtained below.

## First derivation: stationary states and phonons

**Why strain alone fails.** Time reversal $\Theta$ is antiunitary, $\langle\phi|\psi\rangle=\langle\Theta\psi|\Theta\phi\rangle$, and $\Theta^2=-1$ for an odd number of electrons. Since $V$ commutes with $\Theta$,

$$\langle a|V\Theta a\rangle=\langle\Theta V\Theta a|\Theta a\rangle=\langle V\Theta^2a|\Theta a\rangle=-\langle a|V\Theta a\rangle=0.$$

Likewise $\langle\Theta a|V|\Theta a\rangle=\langle a|V|a\rangle$, so at zero field $V$ shifts both states equally. A field with Zeeman operator $Z$ admixes excited levels $n$, and to first order in $B$

$$\langle-|V|+\rangle=\sum_n\frac{V_{-n}Z_{n+}+Z_{-n}V_{n+}}{E_0-E_n}.$$

The states $|\pm\rangle$ on the right diagonalize $Z$ within the doublet. Mixing between them adds nothing at this order, because their diagonal elements of $V$ are equal. For any isolated Kramers doublet the flip element therefore starts no earlier than order $B$. It can be smaller still. If uniform strain only shifts the level, as a pure dilation potential does in a quantum dot, a strain gradient is needed and the hot law steepens to $B^6T$.

**The flip operator.** Write an eigenstate as $|z\rangle\chi+|x\rangle\phi_x+|y\rangle\phi_y$, where $\chi,\phi_x,\phi_y$ are spinors. Put $\mathbf A=\lambda\mathbf S+\mathbf h$ and $Y=g_e\mathbf h\cdot\mathbf S$. With $(L_y)_{xz}=i$ and $(L_z)_{xy}=-i$, the $x$ component of the Schrödinger equation is

$$(\Delta+Y)\phi_x+iA_y\chi-iA_z\phi_y=E\phi_x.$$

At first order $\phi_x=-iA_y\chi/\Delta$ and $\phi_y=iA_x\chi/\Delta$. Substitute these into the small terms and use $E\chi\simeq Y\chi$:

$$\phi_x=-\frac i\Delta A_y\chi+\frac1{\Delta^2}\left(-A_zA_x+i[Y,A_y]\right)\chi.$$

The commutator is $[\mathbf h\cdot\mathbf S,S_y]=i(h_xS_z-h_zS_x)$. The part of $\phi_x$ proportional to $\lambda h$ is then

$$-\frac\lambda{\Delta^2}\left[(1+g_e)h_xS_z+(1-g_e)h_zS_x\right]\chi.$$

The corresponding part of $\phi_y$ follows by replacing $x$ with $y$.

In $\langle\psi_-|V|\psi_+\rangle$, the coefficient of $V_{xz}$ is $\langle\chi_-|\phi_{x+}\rangle+\langle\phi_{x-}|\chi_+\rangle$. The first-order parts cancel, because $-iA_y$ is antihermitian, while the part above doubles. The coefficient of $V_{xy}$ is the spin element of

$$-\frac{A_yA_x+A_xA_y}{\Delta^2}\;\to\;-\frac{2\lambda}{\Delta^2}(h_xS_y+h_yS_x).$$

For the diagonal elements, orthogonality of the full states gives $\langle\chi_-|\chi_+\rangle=-\langle\phi_{x-}|\phi_{x+}\rangle-\langle\phi_{y-}|\phi_{y+}\rangle$. They therefore enter as $V_{xx}-V_{zz}$ with $A_y^2/\Delta^2\to2\lambda h_yS_y/\Delta^2$, and as $V_{yy}-V_{zz}$ with $2\lambda h_xS_x/\Delta^2$. Terms in $\lambda^2$ alone are scalar or antihermitian, terms in $h^2$ alone are scalar, and all of these drop out. In total the flip operator is

$$\begin{aligned}M=-\frac{2\lambda}{\Delta^2}\{&V_{xz}[(1+g_e)h_xS_z+(1-g_e)h_zS_x]\\&+V_{yz}[(1+g_e)h_yS_z+(1-g_e)h_zS_y]\\&+V_{xy}(h_xS_y+h_yS_x)+(V_{zz}-V_{yy})h_xS_x\\&+(V_{zz}-V_{xx})h_yS_y\}.\end{aligned}$$

**Angular factors.** Take $\mathbf h=h(s,0,c)$ with $s=\sin\theta$, $c=\cos\theta$, and let $G=g_e-1$. Flips come from the spin components perpendicular to the field, $S_y$ and $S_e$, where $\mathbf e=(c,0,-s)$. For these flips $S_x\to cS_e$ and $S_z\to-sS_e$. Inside the braces, divided by $h$, their coefficients are

$$a_y=-GcV_{yz}+sV_{xy},\qquad a_e=-(G+2s^2)V_{xz}+sc(V_{zz}-V_{yy}),$$

where $(G+2)s^2+Gc^2=G+2s^2$ was used.

Now average over the propagation direction $\mathbf n$, with polarization $\mathbf p$ and displacement gradient proportional to $p_in_j$. The needed averages are $\overline{n_x^2}=1/3$, $\overline{n_x^4}=1/5$ and $\overline{n_x^2n_z^2}=1/15$.

- Longitudinal waves have $\varepsilon_{xz}=n_xn_z$, with mean square $1/15$.
- For the two transverse waves, $\sum p_ip_j=\delta_{ij}-n_in_j$. The summed mean square of $\varepsilon_{xz}$ is $\overline{(n_x^2+n_z^2-4n_x^2n_z^2)}/4=1/10$.
- The transverse rotation $w_{xz}$ gives $\overline{(n_x^2+n_z^2)}/4=1/6$.
- The square of $\varepsilon_{zz}-\varepsilon_{yy}$ averages to four times the shear value: $2/5-2/15=4/15$ for longitudinal waves, and $2/3-2/5+2/15=4/10$ for transverse waves.

Cross terms between different index pairs vanish under reflection of an axis. Those between strain and rotation with the same pair vanish under exchange of its two axes, because strain is symmetric and rotation antisymmetric. The strain factor in $\overline{a_y^2+a_e^2}$ is

$$F=G^2c^2+s^2+(G+2s^2)^2+4s^2c^2=2G^2+s^2(5+4G-G^2),$$

where the $s^4$ terms cancel. Rotation enters only $V_{xz}$ and $V_{yz}$, which gives $F_R=G^2c^2+(G+2s^2)^2$. Weighting each branch by $v^{-5}$, for the reason found in the next step,

$$J=\Xi^2F\left(\frac1{15v_l^5}+\frac1{10v_t^5}\right)+\frac{\Delta^2F_R}{6v_t^5}.$$

**Golden rule.** In a volume $\Omega$ the squared displacement amplitude for emission into an empty mode is $\hbar/(2\rho\Omega\omega)$, and a gradient multiplies it by $q^2=\omega^2/v^2$. Each branch has mode density $\Omega\omega^2/(2\pi^2v^3)$. A perpendicular spin component has squared flip element $1/4$, so the operator prefactor contributes $(2\lambda h/\Delta^2)^2/4=\lambda^2h^2/\Delta^4$. Therefore

$$W_0=\frac{2\pi}{\hbar^2}\,\frac{\lambda^2h^2}{\Delta^4}\,\frac{\hbar}{2\rho\omega}\,\frac{\omega^4}{2\pi^2}\,J=\frac{\lambda^2(\mu_BB)^2\omega^3J}{2\pi\hbar\rho\Delta^4}.$$

With $n=1/(e^{\hbar\omega/k_BT}-1)$ phonons per mode, the downward rate is $W_0(n+1)$ and the upward rate is $W_0n$. A population difference relaxes at their sum:

$$\frac1{T_1}=W_0(2n+1)=W_0\coth\frac{\hbar\omega}{2k_BT}.$$

For $\hbar\omega\ll k_BT$ the hyperbolic factor becomes $2k_BT/\hbar\omega$, and $\omega=g\mu_BB/\hbar$ gives the boxed law. Two powers of field come from the admixture, three from the phonons, and one is lost to thermal occupation. In the opposite limit the factor tends to one, so the rate grows as $B^5$ and no longer depends on temperature.

## Second derivation: a classical fluctuating field

Let the lattice move as a prescribed classical function of time, and let the centre follow its instantaneous ground orbital $|0(t)\rangle$. The spin then sees a changing g tensor and an inertial term from the moving basis.

**The g tensor.** Second-order perturbation theory, with one factor of $\lambda\mathbf L\cdot\mathbf S$ and one of $\mathbf h\cdot\mathbf L$, gives

$$H_g=g_e\mathbf h\cdot\mathbf S-2\lambda\,\mathbf h\cdot\Lambda\cdot\mathbf S,\qquad\Lambda_{ij}=\sum_n\frac{\langle0|L_i|n\rangle\langle n|L_j|0\rangle}{E_n-E_0}.$$

At rest $\Lambda_{xx}=\Lambda_{yy}=1/\Delta$ and $\Lambda_{zz}=0$. Hence $g_\parallel=g_e$ and $g_\perp=g_e-2\lambda/\Delta$.

The lattice tilts the ground orbital to $z+\boldsymbol\delta$, with $\delta_x=-V_{xz}/\Delta$ and $\delta_y=-V_{yz}/\Delta$. The tilt changes $\Lambda=(1-|0\rangle\langle0|)/\Delta$ by $\delta\Lambda_{xz}=V_{xz}/\Delta^2$ and $\delta\Lambda_{yz}=V_{yz}/\Delta^2$. Changes of the excited energies enter through the inverse gap matrix, $-(V_{ab}-V_{zz}\delta_{ab})/\Delta^2$ for $a,b=x,y$. Since $L_x$ connects $z$ to $y$ and $L_y$ connects $z$ to $x$ with opposite sign,

$$\delta\Lambda_{xx}=\frac{V_{zz}-V_{yy}}{\Delta^2},\quad\delta\Lambda_{yy}=\frac{V_{zz}-V_{xx}}{\Delta^2},\quad\delta\Lambda_{xy}=\frac{V_{xy}}{\Delta^2}.$$

Thus $-2\lambda\mathbf h\cdot\delta\Lambda\cdot\mathbf S$ reproduces $M$ except for the terms containing $g_e$.

**The moving basis.** The doublet states are $|s;t\rangle=|0\rangle|s\rangle-(\lambda/\Delta)\sum_n|n\rangle\,\mathbf L_{n0}\cdot\mathbf S|s\rangle$. Their changing basis adds $-i\hbar\langle s|\dot s'\rangle$ to the Hamiltonian. The orbitals are real, so $\langle0|\dot n\rangle=-\langle n|\dot0\rangle$ and $\mathbf L_{n0}^*=-\mathbf L_{n0}$. The ket and bra corrections then add:

$$\langle s|\dot s'\rangle=\frac{2\lambda}{\Delta}\sum_n\langle n|\dot0\rangle\,\langle s|\mathbf L_{n0}\cdot\mathbf S|s'\rangle.$$

With $\langle x|\dot0\rangle=-\dot V_{xz}/\Delta$, the same for $y$, $(L_y)_{xz}=i$ and $(L_x)_{yz}=-i$, the inertial term is

$$H_{\rm in}=-\frac{2\lambda\hbar}{\Delta^2}\left(\dot V_{xz}S_y-\dot V_{yz}S_x\right).$$

A transition amplitude contains the time integral of $H_{\rm in}$ with freely precessing spin operators. Integrate by parts and drop the end terms, which do not grow with time. Then $\dot V_{xz}S_y$ becomes $-V_{xz}\dot S_y$, where

$$\dot S_y=\frac i\hbar[g_e\mathbf h\cdot\mathbf S,S_y]=-\frac{g_e}\hbar(h_xS_z-h_zS_x).$$

This supplies $g_e(h_xS_z-h_zS_x)$ next to $V_{xz}$. The second term supplies $g_e(h_yS_z-h_zS_y)$ next to $V_{yz}$. The complete $M$ is recovered.

**Thermal noise.** A classical mode has mean potential energy $\rho\Omega\omega^2\overline{u^2}/2=k_BT/2$, so its mean square gradient is $q^2k_BT/(\rho\Omega\omega^2)=k_BT/(\rho\Omega v^2)$. Write the perturbation as $f_yS_y+f_eS_e$. First-order perturbation theory gives equal upward and downward rates $W=[S_y(\omega)+S_e(\omega)]/4\hbar^2$. Here $S_j(\omega)=\int\langle f_j(0)f_j(\tau)\rangle e^{i\omega\tau}d\tau$ are noise spectra, not spin operators. A mode with correlation $\overline{f^2}\cos\omega_q\tau$ contributes $\pi\overline{f^2}\delta(\omega-\omega_q)$ at positive frequency. Since $1/T_1=2W$,

$$\frac1{T_1}=\frac{\pi}{2\hbar^2}\,\frac{4\lambda^2h^2}{\Delta^4}\,\frac{k_BT}{\rho}\,\frac{\omega^2}{2\pi^2}\,J=\frac{\lambda^2h^2\omega^2k_BT}{\pi\hbar^2\rho\Delta^4}J.$$

Putting $h=\mu_BB$ and $\omega=g\mu_BB/\hbar$ gives the boxed law again.

## What each derivation assumes

Both use weak coupling, a bath in equilibrium, an isolated doublet, and first order in $\lambda/\Delta$ for the prefactor. The first treats phonons as quanta and holds for any $\hbar\omega/k_BT$ within these limits. Its symmetry argument needs no model of the centre.

The second needs the lattice to be slow compared with $\Delta/\hbar$ and classical at the spin frequency. Equal upward and downward rates would drive the populations to equality, so the Boltzmann difference and the cold $B^5$ limit lie outside it. It shows instead that the rate measures thermal noise at the precession frequency.

It also shows that a strain-dependent g tensor with fixed spin axes is insufficient. The inertial term contains a time derivative, but at resonance that derivative is proportional to $B$, like the g-tensor term. Without it, the coefficient of $V_{xz}$ for a field across the axis would be 1 instead of $1+g_e\approx3$. The strain factor $F$ would be 2 instead of about 10. For a field along the axis the coefficient would be $+1$ instead of $1-g_e\approx-1$, which hardly alters the rate.

## A dangling bond at a silicon–oxide interface

Take round parameters in the rough regime of the P$_b$ centre: $\Delta=4$ eV, $\lambda=-15$ meV and $\Xi=5$ eV. Rough silicon values are $\rho=2.33$ g/cm³, $v_l=9.0$ km/s and $v_t=5.4$ km/s. The field is 3.4 T along the bond axis and the temperature is 10 K.

The Zeeman energy is 0.394 meV (95.3 GHz) and $k_BT=0.862$ meV, a ratio of 0.457. Strain and rotation contribute $1.15\times10^{-18}$ and $1.17\times10^{-18}$ eV² s⁵/m⁵ to $J$, so neither may be dropped. With $\mu_BB=3.15\times10^{-23}$ J and $\omega=5.99\times10^{11}$ s⁻¹,

$$W_0=\frac{(0.015)^2(2.32\times10^{-18})}{4^4}\,\frac{(3.15\times10^{-23})^2(5.99\times10^{11})^3}{2\pi\hbar(2330)}\approx2.8\times10^{-4}\ {\rm s^{-1}}.$$

The factor $\coth(0.2287)=4.45$ raises this to $1.25\times10^{-3}$ s⁻¹, or $T_1\approx800$ s (13 min); higher orders in $\lambda/\Delta$ lower the rate by about 0.8%. The $B^4T$ law gives $9.21\times10^{-7}\times3.4^4\times10=1.23\times10^{-3}$ s⁻¹, 1.7% below the full one-phonon rate. At 0.35 T and the same temperature the rate is $1.4\times10^{-7}$ s⁻¹. Turning the 3.4 T field across the axis raises the rate 4.8 times, mainly through the factors $F$ and $F_R$.

These are direct-process rates, not predictions of a measured $T_1$; other channels add to them. At 0.35 T and 10 K, two-phonon scattering in this model is of order $10^{-6}$ to $10^{-5}$ s⁻¹ and already exceeds the direct rate. A real interface also breaks several assumptions:

- **Elastic anisotropy.** Between rough shear speeds of 4.7 and 5.8 km/s, $v_t^{-5}$ changes 2.9 times. Using one extreme speed for all directions would shift the prefactor on that scale; averaging over directions makes the error smaller. With the cubic constants of silicon ($c_{11},c_{12},c_{44}=165.7,\,63.9,\,79.6$ GPa) and the bond along [111], the rates come out about 20% above those for the round isotropic speeds.
- **The oxide.** With a rough oxide density of 2.2 g/cm³ and shear speed of 3.7 km/s, the impedance mismatch reflects 0.21 of the shear amplitude at normal incidence. That mild reflection understates the effect. Strain noise in a bulk solid scales roughly as $1/(\rho v_t^5)$, which is about 7 times larger in the oxide, and oxide waves reach the interface too. The local rate can therefore change by a factor of about two. The bulk-wave model also presumes a thick oxide: the shear wavelength is 57 nm, and a nearby free surface would change the strain substantially.
- **A magnetic silicon nucleus.** Strain can modulate the hyperfine coupling without help from the field. Suppose that a lattice perturbation $V$ changes a rough hyperfine field of 10 mT by a fraction of order $V/\Delta$. For a field along the axis, the squared ratio of this flip amplitude to the direct one is then roughly $[g_e(0.010)\Delta/(2|\lambda|G\,3.4)]^2\approx0.6$, with fields in tesla. It grows as $B^{-2}$, so the $B^4$ law fails for such centres at low field.

Numbers in the example were calculated in double precision.
